# Why one standing-wave mode drops a quarter and two drop everything

## Two quarters that add to one

A lossless resonator sits between two identical waveguides, the bus and the drop guide, and couples equally strongly to both. Light near 1550 nm enters the bus from the left. If the resonator has one mode, symmetric about a mirror plane perpendicular to the guides, the light at resonance leaves as 25% in each of the four ports: bus forward, bus backward, drop forward, drop backward. An antisymmetric mode alone gives the same four numbers. With both modes present, aligned in energy and coupled to the two guides with the same relative sign, the forward drop port receives 100% and the others nothing.

Adding powers would give 25% + 25% = 50%. The observed step from a quarter to one is what adding two equal amplitudes of one half produces. These notes find where the halves come from, what makes them add, and how much each imperfection costs.

**Conventions.** The algebra uses atomic units, so energy and angular frequency are the same quantity; fields vary as $e^{-iEt}$. Both guides carry one mode, with wave number $k$ and group velocity $v$, and $x=0$ is the mirror plane. "Forward" means towards $x>0$. The response is linear.

## First contribution: the even half of the light

The incoming light exists only at $x<0$, as $e^{ikx}=e^{-ik|x|}$. It is the sum of an even and an odd incoming field,

$$\tfrac12 e^{-ik|x|}\quad\text{and}\quad -\tfrac12\,\mathrm{sgn}(x)\,e^{-ik|x|}.$$

At $x<0$ they add to one wave; at $x>0$ they cancel. Each has amplitude $\tfrac12$ on both sides, hence flux $2\cdot v/4=v/2$, half of the input.

A mirror-symmetric structure cannot turn even fields into odd ones. The outgoing fields are therefore

$$\text{drop: }\tfrac12\,[t_e+t_o\,\mathrm{sgn}(x)]\,e^{ik|x|},\qquad \text{bus: }\tfrac12\,[r_e+r_o\,\mathrm{sgn}(x)]\,e^{ik|x|},$$

which defines $t_{e,o}$ and $r_{e,o}$. In the drop guide the two port amplitudes are

$$F=\tfrac12(t_e+t_o)\ \text{(forward)},\qquad K=\tfrac12(t_e-t_o)\ \text{(backward)}.$$

The even part of the drop field carries flux $2\cdot v|t_e|^2/4=v|t_e|^2/2$. A passive structure cannot emit more than the $v/2$ that came in with that parity, so $|t_e|\le1$, and likewise $|t_o|\le1$.

Now let only even modes link the guides. The odd half finds no path across, $t_o=0$, and

$$|F|^2=|K|^2=\tfrac14|t_e|^2\le\tfrac14 .$$

There are two separate factors of one half. Half of the light has the wrong parity to enter the resonator, and what does cross must leave equally in both directions. The argument did not use the number of even modes, the line shape, the absence of loss or the absence of reflectors, provided everything respects the mirror plane.

Driving the bus from both ends isolates the first factor. With equal amplitudes at resonance, the lossless even mode transfers 100% of the light; with opposite amplitudes, 0%.

## Second contribution: the odd half

An odd mode supplies the missing $t_o$. Complete forward transfer needs $|t_e+t_o|=2$. Since neither modulus exceeds one, this requires $t_e=t_o$ with $|t_e|=1$. Complete backward transfer requires $t_e=-t_o$, again with unit modulus. To see when a resonator achieves this, we need the response of a mode.

**The guides.** Each guide is represented by a chain of sites with unit spacing and hopping energy $-J$, the mirror plane lying midway between two sites. A wave $e^{ikx}$ then has $E=-2J\cos k$ and $v=dE/dk=2J\sin k$, where $E$ is measured from the band centre. A unit source at one site produces a field $G(n)$ at distance $n$ that obeys

$$E\,G(n)+J[G(n+1)+G(n-1)]=\delta_{n0}.$$

Outgoing waves require $G(n)=g\,e^{ik|n|}$. This solves the equation for $n\neq0$. At $n=0$ it gives

$$g\,(-2J\cos k+2Je^{ik})=g\,(2iJ\sin k)=ivg=1,$$

so $G(n)=-(i/v)e^{ik|n|}$.

**The mode.** Let parity $p=+1$ denote even and $p=-1$ odd. A mode of bare energy $\varepsilon_p$ couples to the bus sites at $x=-\tfrac12$ and $x=+\tfrac12$ with real strengths $V$ and $pV$, and to the drop guide with $W$ and $pW$. Let $\sigma_p=\pm1$ be the sign of $W/V$. The amplitude $a_p$ is driven by the incident wave through

$$S_p=V(e^{-ik/2}+p\,e^{ik/2}),$$

which equals $2V\cos(k/2)$ for the even mode and $-2iV\sin(k/2)$ for the odd one. Thus $|S_p|^2=2V^2(1+p\cos k)$.

The mode also feels the field it has itself radiated. The bus contributes the self-energy

$$2V^2[G(0)+pG(1)]=-\frac{2iV^2}{v}(1+p\,e^{ik})
=\frac{2pV^2\sin k}{v}-\frac{2iV^2}{v}(1+p\cos k).$$

The real part is an energy shift, equal to $pV^2/J$ because $v=2J\sin k$. The imaginary part is $-B_p/2$, where

$$B_p=\frac{4V^2}{v}(1+p\cos k)=\frac{2|S_p|^2}{v}$$

is the energy-decay width into the bus. Replacing $V$ by $W$ gives the width $D_p$ into the drop guide. With intrinsic loss width $L_p$, the total is $\Gamma_p=B_p+D_p+L_p$. Even and odd modes do not mix through the guides: the cross term is proportional to $G(0)-G(1)+G(1)-G(0)=0$. Hence

$$a_p=\frac{S_p}{E-E_p+i\Gamma_p/2},$$

where the loaded energy $E_p$ is $\varepsilon_p$ plus the shifts from both guides.

**The emitted field.** At $x>\tfrac12$ in the drop guide, summing $G$ over the two source sites gives

$$-\frac{i}{v}\,W(e^{ik/2}+p\,e^{-ik/2})\,a_p\,e^{ikx}.$$

The bracket is the complex conjugate of the one in $S_p$. The product of couplings is therefore $\sigma_p$ times $\sqrt{vB_p/2}\,\sqrt{vD_p/2}=\tfrac v2\sqrt{B_pD_p}$. Using $E-E_p+i\Gamma_p/2=i[\Gamma_p/2-i(E-E_p)]$, the forward amplitude is

$$-\frac{\sigma_p}{2}\,\frac{\sqrt{B_pD_p}}{\Gamma_p/2-i(E-E_p)}.$$

At $x<-\tfrac12$ the bracket is replaced by its conjugate, which multiplies it by $p$, as parity demands. Comparison with the definition of $t_p$ gives

$$t_p=-\frac{\sigma_p\sqrt{B_pD_p}}{\Gamma_p/2-i(E-E_p)},\qquad
r_p=1-\frac{B_p}{\Gamma_p/2-i(E-E_p)}.$$

The second result follows by replacing the drop couplings by bus couplings and adding the unscattered wave, for which $r_e=r_o=1$.

**The two cases.** Take $B_p=D_p$, $L_p=0$ and $E=E_p$. Then $t_p=-\sigma_p$ and $r_p=0$.

- Even mode alone: $r_e=0$, $r_o=1$, $|t_e|=1$, $t_o=0$. All four port amplitudes have modulus $\tfrac12$, hence 25% each.
- Both modes, $\sigma_e=\sigma_o$: $r_e=r_o=0$ and $t_e=t_o$. The forward drop is 100%.
- Both modes, $\sigma_e=-\sigma_o$: the backward drop is 100%.

These conditions are also necessary in this two-mode model, because

$$|t_p|^2=\frac{B_pD_p}{\Gamma_p^2/4+(E-E_p)^2}\le\frac{4B_pD_p}{(B_p+D_p)^2}\le1,$$

with equality throughout only for resonance, no loss and equal guide widths.

Equality of the two linewidths is not on the list. With the odd mode twice as wide as the even one, the centre still gives 100% forward drop. Off centre, write $y=2(E-E_e)/\Gamma_e$. The backward amplitude has modulus

$$|K|=\frac12\left|\frac1{1-iy}-\frac1{1-iy/2}\right|=\frac{|y|/4}{\sqrt{(1+y^2)(1+y^2/4)}}.$$

With $u=y^2$, $|K|^2=u/[16(1+u)(1+u/4)]$ is largest at $u=2$, where it is $1/36$, or 2.8%. For an aligned, lossless pair in which each mode couples equally to both guides, equal linewidths keep both backward ports dark across the line; they are not needed for complete transfer at its centre.

## Third contribution: the guides pull the modes apart

"Degenerate" must refer to the loaded energies. At the band centre, $k=\pi/2$ and $v=2J$, so $B_p=2V^2/J$ and the bus shift $pV^2/J$ equals $pB_p/2$. Both guides together shift the mode by $p(B_p+D_p)/2$.

The example has $B=D=0.100$ meV for both modes and $\Gamma=0.200$ meV without loss. Equal bare levels therefore move to $+0.100$ meV (even) and $-0.100$ meV (odd), a splitting of one full linewidth. Scanning the response of the chains under even and odd drive puts the two peaks at these energies.

To see the cost, let the loaded energies be $\pm\delta/2$, with equal widths and equal $\sigma$. Set $y=2E/\Gamma$, $\alpha=\delta/\Gamma$ and $A=1-iy$. Up to a common sign,

$$F=\frac12\left[\frac1{A+i\alpha}+\frac1{A-i\alpha}\right]=\frac{A}{A^2+\alpha^2}.$$

Since $|A^2+\alpha^2|^2=(1+\alpha^2-y^2)^2+4y^2$,

$$|F|^2=\frac{1+y^2}{(1+\alpha^2-y^2)^2+4y^2},\qquad |F|^2_{y=0}=\frac1{(1+\alpha^2)^2}.$$

For equal bare levels $\alpha=1$, and the centre value is $\tfrac14$. All four ports again receive 25%, but for a different reason than with one mode. There, one parity crossed completely and the other not at all. Here $|t_e|^2=|t_o|^2=\tfrac12$: each parity crosses half, and the two amplitudes are $90^\circ$ out of phase, so they favour neither direction.

Tuning the laser helps only partly. With $u=y^2$ and $\alpha=1$, $|F|^2=(1+u)/(4+u^2)$. Setting the derivative to zero gives $4+u^2-2u(1+u)=0$, or $u^2+2u-4=0$, so $u=\sqrt5-1$ and

$$|F|^2_{\max}=\frac{\sqrt5}{10-2\sqrt5}=\frac{1+\sqrt5}{8}\approx40.5\%.$$

The cure is to build in the opposite bare splitting, $\varepsilon_e=-0.100$ meV and $\varepsilon_o=+0.100$ meV, which the guides then close. The aligned pair quoted at the start was prepared this way.

With two coupling sites per guide, spaced alike in both guides, the pull is unavoidable. For a separation of $d$ sites, $k$ becomes $kd$ in the self-energy: the shifts are proportional to $p\sin kd$ and the widths to $1+p\cos kd$. The shifts vanish only if $\sin kd=0$, and then one of the modes is decoupled.

A smooth coupler spread over more sites can avoid the pull. With strengths proportional to $e^{-x^2/8}\cos kx$ for the even mode and $e^{-x^2/8}\sin kx$ for the odd one, at $k=\pi/2$, the splitting is less than $10^{-3}$ of the linewidth. The long, smooth coupling region of a ring resembles this case more than the two-site one.

## Which assumption carries the limit?

**Without the mirror plane.** Let one mode have arbitrary real couplings $c_n$ to a guide that does not itself reflect. The overlap with a right-going wave is $S=\sum_n c_ne^{ikx_n}$, and with a left-going wave $S^*$. The moduli agree, so a standing-wave mode radiates equally both ways even if its shape is lopsided. Its width into that guide is again $2|S|^2/v$, and each drop port receives

$$\frac{BD/4}{(E-E_0)^2+\Gamma^2/4}\le\frac{BD}{(B+D)^2}\le\frac14,$$

where $E_0$ is its loaded energy and the last step is $(B-D)^2\ge0$. One hundred random sets of real couplings to four sites of each guide, with the mode level scanned at the band centre, gave a largest drop of 25.00%. A similar search with even couplings and random mirror-symmetric reflectors in the guides reached 24.91%. Neither crossed the limit.

**A travelling-wave mode.** Complex couplings escape. Take strengths $V$ and $iV$ on the two sites at $k=\pi/2$. The overlaps, which use the conjugated couplings, are

$$V(e^{-i\pi/4}-ie^{i\pi/4})=2Ve^{-i\pi/4},\qquad V(e^{i\pi/4}-ie^{-i\pi/4})=0$$

for right- and left-going light. This mode talks to one direction only, and the computed drop is 100%. Its pattern $(1,i)$ is proportional to $(1,1)-i(1,-1)$, an even mode combined with an odd one a quarter cycle apart. On its own such a mode is non-reciprocal: light sent back into the drop port it left by would not return to the bus. A passive ring restores reciprocity with a second mode of equal energy that circulates the other way. When backscattering is negligible, light from one side excites only one of the two, and that circulating wave is two standing waves in one. The ring thus passes the one-mode limit because it has two modes.

The ring also shows how the port is chosen. Its standing waves are $\cos m\theta$ and $\sin m\theta$. Near the bus $\theta=x/R$; near the drop guide, on the far side, $\theta=\pi-x/R$. There the cosine becomes $\cos(m\pi)\cos(mx/R)$ and the sine $-\cos(m\pi)\sin(mx/R)$. The relative signs are opposite, $\sigma_e=-\sigma_o$, and the light drops backward.

**One-sided reflectors.** A wall in each guide just beyond the coupling site removes the mirror plane and one exit per guide. Each guide is then a half-line, like a single parity sector, and the port amplitude is $t$ instead of $t/2$. With matched couplings one mode then drops 100%, as the chain calculation confirms.

## Weighing the imperfections

The numbers below belong to a filter at 1550 nm, photon energy 0.7999 eV. A linewidth of 0.200 meV corresponds to $0.200\times10^{-3}\times1550/0.7999=0.388$ nm and a loaded quality factor near 4000.

**Intrinsic loss.** A rough intrinsic quality factor of $10^5$ gives $L=0.7999\ \text{eV}/10^5=0.0080$ meV. At resonance $|t_p|=2B/(2B+L)$, so the aligned pair drops

$$\left(\frac{0.200}{0.208}\right)^2=92.5\%.$$

One mode with the same loss drops a quarter of that, 23.1%. Loss lowers both results by the same factor and does not alter the comparison.

**Residual splitting.** Keeping 90% without loss requires $(1+\alpha^2)^2=1/0.9$, hence $\alpha=0.233$ and $\delta=0.0465$ meV, or 0.090 nm. An assumed leftover splitting of 0.2 nm gives $\alpha=0.2/0.388=0.516$ and a drop of 62.4% at the mean energy. With loss included it is 59.5%, slightly above the product $0.624\times0.925=0.577$, because loss broadens the lines and makes the same splitting relatively smaller.

**Temperature.** If all the field lies in silicon, $E_p\propto1/n$, where $n$ is the refractive index. Its dispersion is neglected here; including it would lower the shift by about 3%. With rough values $n=3.5$ and $dn/dT=1.8\times10^{-4}$ K$^{-1}$, both modes move together by $0.7999\times1.8\times10^{-4}/3.5$ eV, or 0.041 meV, per kelvin. For an aligned pair $\alpha=0$ and $|F|^2=1/(1+y^2)$. With the laser fixed, the drop halves at $y=1$, a detuning of 0.100 meV, reached after 2.4 K.

**Optical power.** During complete transfer the outgoing power is $P=DU/\hbar$, where $U$ is the stored energy. For $P=0.10$ mW, $U=0.66$ fJ. If a tenth of the intrinsic loss becomes heat, the heating power is $0.1\,(L/D)P=0.8$ µW. A rough thermal resistance of $5\times10^4$ K/W turns this into 0.04 K and a shift of 0.0016 meV. With a rough mode volume of 1 µm³ and rough silicon coefficients, the Kerr shift is about $5\times10^{-5}$ meV and the width added by two-photon absorption about $3\times10^{-5}$ meV. The carriers freed by that absorption shift the line in the direction opposite to the Kerr effect. With a rough lifetime of 1 ns their density is about $10^{14}$ cm$^{-3}$. A free-carrier (Drude) estimate then gives a shift of about $4\times10^{-5}$ meV, while extrapolating an empirical fit made for much higher densities gives $3\times10^{-4}$ meV. The carrier shift may therefore be comparable to the Kerr shift or several times larger. All these effects are small beside the linewidth at this power.

The ranking at line centre, each cause acting alone on a perfect pair, is:

| Cause | Forward drop |
|---|---|
| odd mode missing | 25% |
| guide-induced splitting left uncorrected (two-site coupling) | 25% |
| residual splitting of 0.2 nm | 62% |
| intrinsic loss | 92% |
| odd mode twice as wide | 100% |

**Beside real devices.** Linewidths of a few tenths of a nanometre and intrinsic quality factors around $10^5$ are within the rough range of silicon filters. The 1 µm³ volume suits a compact cavity; a ring several micrometres in radius is larger, which weakens the Kerr and two-photon effects at equal stored energy. Field in the oxide cladding reduces the thermal shift from the all-silicon estimate. Alignment of the two modes has to survive fabrication errors: in this model a 0.2 nm error takes the lossy filter from 92% to 60%. In a ring, mirror-symmetric backscattering that splits the standing waves enters as the same $\delta$.

The chains stand in for guides with smooth dispersion, with $J=0.10$ eV, far above the linewidth. The resonance formulas take the widths as constant across the line. Their port powers were compared with the full chain solution for four cases: one even mode, one odd mode with unequal guide widths, an aligned pair, and a lossy misaligned pair. Within five linewidths ($5\times0.200$ meV) of the band centre, the largest difference was $3.7\times10^{-4}$ of the input power. Halving all widths, and the scanned range with them, reduced it to $1.9\times10^{-4}$, as expected of an error set by the ratio of linewidth to bandwidth. The remaining values are in the numerical output.

## Numbers as computed

```
Port order: bus fwd, bus back, drop fwd, drop back
wavelength: 1550 nm
photon energy: 0.7999 eV
chain hopping J: 0.10 eV
width per guide B = D: 0.100 meV
lossless linewidth Gamma: 0.200 meV
  the same linewidth: 0.388 nm
loaded Q without loss: 3999
one even mode, ports: 25.00 25.00 25.00 25.00 %
one odd mode, ports: 25.00 25.00 25.00 25.00 %
two aligned modes, ports: 0.00 0.00 100.00 0.00 %
two modes, drop sign flipped: 0.00 0.00 0.00 100.00 %
even drive, one even mode, transfer: 100.00 %
odd drive, one even mode, transfer: 0.00 %
odd mode twice as wide, centre: 0.00 0.00 100.00 0.00 %
  its largest backward drop: 2.79 %
guide shift, even mode: +0.100 meV
guide shift, odd mode: -0.100 meV
equal bare levels, centre: 25.00 25.00 25.00 25.00 %
equal bare levels, best fwd drop: 40.46 %
random one-mode search, no mirror: 25.00 %
random search, symmetric reflectors: 24.91 %
one travelling-wave mode, drop: 100.00 %
one mode, one-sided reflectors: 100.00 %
largest chain-formula difference: 3.7e-04
  with all widths halved: 1.9e-04
intrinsic Q (rough): 100000
intrinsic loss width L: 0.0080 meV
two modes with loss, ports: 0.15 0.00 92.46 0.00 %
one mode with loss, fwd drop: 23.11 %
splitting that leaves 90 % drop: 0.0465 meV
  the same splitting: 0.090 nm
assumed residual splitting: 0.2 nm
  drop with that splitting: 62.4 %
  drop with splitting and loss: 59.5 %
silicon index (rough): 3.5
index change with temperature (rough): 1.8e-04 1/K
thermal line shift, magnitude: 0.0411 meV/K
temperature change that halves drop: 2.43 K
input power: 0.10 mW
mode volume (rough): 1.0 um^3
stored energy: 0.658 fJ
two-photon coefficient (rough): 8.0e-12 m/W
two-photon loss width: 2.5e-05 meV
Kerr coefficient (rough): 4.0e-18 m^2/W
Kerr line shift, magnitude: 5.2e-05 meV
carrier lifetime (rough): 1.0 ns
two-photon carrier density: 9.9e+13 cm^-3
heat fraction of loss (assumed): 0.10
thermal resistance (rough): 5.0e+04 K/W
self-heating: 0.040 K
self-heating line shift: 1.6e-03 meV
```
